# Corner charges of an open Benalcazar–Bernevig–Hughes square without bulk polarisation

## Problem

Spinless, non-interacting electrons live on a square of \(N\times N\) cells (\(N\) even), with four sites per cell. Neighbouring sites are joined by real hoppings of size \(\gamma>0\) inside a cell and \(\lambda>0\) between cells. One vertical bond of every plaquette has a negative sign, so each plaquette encloses flux \(\pi\). A weak on-site energy \(\delta s_{\mathbf r}\), with \(s_{\mathbf r}=\pm1\) in a checkerboard, is added. The square is half filled, with \(2N^2\) electrons of charge \(-e\), and each site has background charge \(+e/2\). All orbitals of a cell are assigned to the cell centre.

(a) Diagonalise the open square and find its corner modes for \(\lambda>\gamma\).

(b) Show that the bulk polarisation vanishes modulo its quantum.

(c) Find the charge of a quadrant made of whole cells, and show that for \(\lambda>\gamma\) its magnitude tends to \(e/2\) when first \(N\to\infty\) and then \(\delta\to0\).

(d) Evaluate the result for \(\gamma=0.25\), \(\delta=0.01\), \(N=12\), with \(\lambda\) as the unit of energy.

This is a lattice model with round parameters, so \(\lambda\) is its natural unit and no material is implied.

## Hints

1. Build the Hamiltonian from two copies of a dimerised chain and square it.
2. For the polarisation, look for an antiunitary symmetry that leaves \(\mathbf k\) unchanged, then make \(\delta\) large.
3. Write the filled projector as \(\tfrac12(1-H/|H|)\). Which part of \(H/|H|\) can have diagonal elements in the site basis?
4. An inverse square root is an integral over exponentials, and an exponential of a sum factorises.
5. In one chain, a sum over the left half of sublattice-signed densities can be turned into a commutator that lives at the cut.

## Solution

### (a) Spectrum and corner modes

Take a chain with sites \(A_j,B_j\), \(j=1,\dots,N\):
\[
h=\sum_{j=1}^{N}\gamma|B_j\rangle\langle A_j|+\sum_{j=1}^{N-1}\lambda|B_j\rangle\langle A_{j+1}|+\text{h.c.}
\]
Let \(S=+1\) on \(A\) and \(-1\) on \(B\). Since \(h\) connects only different sublattices, \(Sh=-hS\). The square is
\[
H=H_0+\delta\Sigma,\quad H_0=h_x\otimes1+S_x\otimes h_y,\quad \Sigma=S_x\otimes S_y .
\]
The factor \(S_x\) reverses the vertical bonds on every second column, which is the required flux, and \(s_{\mathbf r}=s_xs_y\) is the eigenvalue of \(\Sigma\).

The three terms anticommute in pairs. The first with the second gives \((h_xS_x+S_xh_x)\otimes h_y=0\), the first with the third gives \((h_xS_x+S_xh_x)\otimes S_y=0\), and the second with the third gives \(1\otimes(h_yS_y+S_yh_y)=0\). Only the squares survive:
\[
H^2=h_x^2+h_y^2+\delta^2 .
\]

Let \(h\varphi_a=e_a\varphi_a\) with \(e_a>0\); then \(S\varphi_a\) has energy \(-e_a\). The four products of \(\{\varphi_a,S\varphi_a\}\) in \(x\) with \(\{\varphi_b,S\varphi_b\}\) in \(y\) span a space that \(H\) maps into itself. There \(H^2\) is the number \(e_a^2+e_b^2+\delta^2\). The trace of \(H\) in this space is zero, because \(h\) has energies \(\pm e\) and \(\langle\varphi|S|\varphi\rangle=0\). Hence two levels lie at each of
\[
E=\pm\sqrt{e_a^2+e_b^2+\delta^2}.
\]
There are \(N^2\) such spaces, so half filling occupies precisely the negative levels.

For \(g=\gamma/\lambda<1\), a zero mode at the left end obeys \(\gamma u_j+\lambda u_{j+1}=0\) on \(A\). Its mirror image lives on \(B\):
\[
u_j=\sqrt{1-g^2}\,(-g)^{j-1},\qquad v_j=\sqrt{1-g^2}\,(-g)^{N-j}.
\]
The normalisation neglects terms of relative order \(g^{2N}\). The left mode fails to be a zero mode only at \(B_N\), where \(h\) leaves \(\gamma u_N\). The two modes are therefore coupled by \(\gamma u_Nv_N\), which splits them to \(\pm\varepsilon\) with
\[
\varepsilon\simeq\gamma(1-g^2)g^{N-1}=\lambda(1-g^2)g^N .
\]
Products of end modes give four corner modes, at \(\pm\sqrt{\delta^2+2\varepsilon^2}\). When \(\varepsilon\ll\delta\), each sits at one corner with energy \(\delta s\). The left-left and right-right corners have \(s=(\pm1)^2=+1\); the other two have \(s=-1\) and are filled for \(\delta>0\).

In a long chain the other levels have \(e=|d(k)|\), with
\[
d(k)=\gamma+\lambda e^{ik},\qquad |d|^2=\gamma^2+\lambda^2+2\gamma\lambda\cos k\ge(\lambda-\gamma)^2 .
\]
One end mode and one band state make an edge state, so edge bands begin at \(\sqrt{(\lambda-\gamma)^2+\delta^2}\). Two band states make a bulk state, and bulk bands begin at \(\sqrt{2(\lambda-\gamma)^2+\delta^2}\). The corner modes are isolated when \(\delta\ll\lambda-\gamma\).

### (b) Bulk polarisation

In Bloch form the chain is
\[
h(k)=\begin{pmatrix}0&d^*(k)\\ d(k)&0\end{pmatrix},\qquad S=\sigma_z .
\]
No phases appear inside a cell because its orbitals share one position. Consider the twofold rotation \(R=\sigma_x\otimes\sigma_z\sigma_x\). Since \(d^*(k)=d(-k)\), we have \(\sigma_xh(k)\sigma_x=h(-k)\) and \(\sigma_x\sigma_z\sigma_x=-\sigma_z\). In the \(y\) factor the additional \(\sigma_z\) gives \(h(k_y)\to-h(-k_y)\) and \(S_y\to-S_y\). The signs cancel in both \(S_x\otimes h_y\) and \(S_x\otimes S_y\), so
\[
RH(\mathbf k)R^\dagger=H(-\mathbf k).
\]
Real hoppings also give \(H(\mathbf k)^*=H(-\mathbf k)\). Together, \(RH(\mathbf k)^*R^\dagger=H(\mathbf k)\).

Let the columns of \(U(\mathbf k)\) be the two filled Bloch states. The columns of \(RU^*\) span the same filled space, so \(RU^*=UB\) with a unitary \(2\times2\) matrix \(B(\mathbf k)\). The loop of overlaps \(W=\prod_jU^\dagger(k_j)U(k_{j+1})\), taken along \(k_x\) at fixed \(k_y\), becomes \(W^*\) when built from \(RU^*\), and \(B^\dagger WB\) when built from \(UB\). Therefore \(\det W=(\det W)^*\). In the limit of a fine mesh its phase, which is \(2\pi\) times the summed Wannier position, is \(0\) or \(\pi\).

The bulk energies satisfy \(|E|\ge\sqrt{2(\lambda-\gamma)^2+\delta^2}\), so the gap stays open as \(\delta\) grows from any positive value to infinity, and the phase cannot jump. At \(\delta\to\infty\) the filled states are the two orbitals with \(s=-1\), independent of \(\mathbf k\). Then \(\det W=1\) and the phase is \(0\). The same argument holds along \(y\), and the background charge, also counted at the cell centre, adds nothing. The bulk polarisation is zero modulo its quantum.

### (c) Charge of a quadrant

**Site charge.** Because \(H_0\) anticommutes with \(\Sigma\), we have \(H^2=H_0^2+\delta^2\), and the filled projector is
\[
P=\frac12\left[1-(H_0+\delta\Sigma)(H_0^2+\delta^2)^{-1/2}\right].
\]
\(H_0\) reverses \(s_{\mathbf r}\), while a function of \(H_0^2\) preserves it. Their product has no diagonal element. The site charge \(q_{\mathbf r}=e(\tfrac12-\langle\mathbf r|P|\mathbf r\rangle)\) is thus
\[
q_{\mathbf r}=\frac{e\,\delta}{2}\,s_{\mathbf r}\,\langle\mathbf r|(h_x^2+h_y^2+\delta^2)^{-1/2}|\mathbf r\rangle .
\]
At \(\delta=0\) every site of a finite square is neutral: with \(\det h\neq0\) there is no exact zero mode to make the last factor diverge. The weak term is needed to select which corner modes are filled.

**A lemma for one chain.** Let \(\Pi\) project on cells \(1,\dots,m\), with \(m=N/2\), and define
\[
M(F)=\sum_{x\in\text{left half}}s_x\langle x|F(h^2)|x\rangle .
\]
Identify \(A_j\) and \(B_j\) with \(|j\rangle\). The part of \(h\) from \(A\) to \(B\) is \(D=\gamma+\lambda T\), where \(T|j\rangle=|j-1\rangle\). Then \(h^2\) equals \(D^\dagger D\) on \(A\) and \(DD^\dagger\) on \(B\). Write \(F(z)=F(0)+zG(z)\). The constant cancels, since the half chain has equally many \(A\) and \(B\) sites. With \(D^\dagger D\,G(D^\dagger D)=D^\dagger G(DD^\dagger)D\) and the cyclic property of the trace,
\[
M(F)=\operatorname{Tr}\,(D\Pi-\Pi D)D^\dagger G(DD^\dagger).
\]
The products \(T\Pi|j\rangle\) and \(\Pi T|j\rangle\) differ only for \(j=m+1\), where the first is zero and the second is \(|m\rangle\). Hence \([D,\Pi]=-\lambda|m\rangle\langle m+1|\) and
\[
M(F)=-\lambda\langle m+1|D^\dagger G(DD^\dagger)|m\rangle .
\]
This element belongs to the cut. For \(F\) smooth on the spectrum it is local, so when the ends are far away it takes its value in an infinite chain, where \(T\to e^{ik}\) and \(D\to d\). Let \(\langle\cdot\rangle\) denote the average over \(k\), and write \(d=E_ke^{i\phi_k}\):
\[
M(F)=-\left\langle\lambda e^{ik}d^*\,\frac{F(E_k^2)-F(0)}{E_k^2}\right\rangle .
\]
Since \(d'=i\lambda e^{ik}\), we have \(\lambda e^{ik}d^*/E_k^2=-id'/d=\phi_k'-iE_k'/E_k\). The last piece multiplies a function of \(E_k\) and is the derivative of a periodic function, so it averages to zero. The lemma is
\[
M(F)=\left\langle\phi_k'\,[F(0)-F(E_k^2)]\right\rangle,\qquad
\phi_k'=\frac{\lambda(\lambda+\gamma\cos k)}{E_k^2}.
\]
The winding number \(\nu=\langle\phi_k'\rangle\) is \(1\) for \(\lambda>\gamma\) and \(0\) for \(\lambda<\gamma\). For \(F(z)=e^{-1.3z}\) and the chain of part (d), the direct sum and the \(k\) integral both give \(0.6990918\).

**Two directions.** Use
\[
a^{-1/2}=\frac1{\sqrt\pi}\int_0^\infty\frac{dt}{\sqrt t}\,e^{-ta}.
\]
The exponential of \(h_x^2+h_y^2\) factorises, and so does \(s_{\mathbf r}\). For the left-left quadrant,
\[
\frac Qe=\frac{\delta}{2\sqrt\pi}\int_0^\infty\frac{dt}{\sqrt t}\,e^{-t\delta^2}\left[\nu-\langle\phi_k'e^{-tE_k^2}\rangle\right]^2 .
\]
Expanding the square and doing each \(t\) integral backwards gives, for an infinite square at fixed \(\delta\ne0\),
\[
\frac Qe=\frac12\left\{\nu^2\operatorname{sgn}\delta-2\nu\delta\left\langle\frac{\phi_k'}{\sqrt{E_k^2+\delta^2}}\right\rangle+\delta\left\langle\frac{\phi_k'\phi_q'}{\sqrt{E_k^2+E_q^2+\delta^2}}\right\rangle\right\},
\]
where the last average is over both \(k\) and \(q\).

The signed sum over a whole chain is zero, because \(D^\dagger D\) and \(DD^\dagger\) have the same spectrum. The right half therefore gives \(-M\), and the four quadrants carry \(+Q,-Q,+Q,-Q\) around the square.

For \(\nu=1\) and \(\delta>0\), the expansion \((E^2+\delta^2)^{-1/2}=E^{-1}-\delta^2/(2E^3)+\dots\) yields
\[
\frac Qe=\frac12-K\delta+O(\delta^3),\qquad
K=\left\langle\frac{\phi_k'}{E_k}\right\rangle-\frac12\left\langle\frac{\phi_k'\phi_q'}{\sqrt{E_k^2+E_q^2}}\right\rangle .
\]
The magnitude tends to \(e/2\), which was to be shown. At finite \(\delta\) it is not quantised.

**Where the charge sits.** Far from the ends, \(\langle A_j|F(h^2)|A_j\rangle=\langle B_j|F(h^2)|B_j\rangle=\langle F(E_k^2)\rangle\), so the signed sum over one chain cell vanishes. A cell of the square has a product of two such sums under the \(t\) integral. One vanishing factor makes it neutral, hence edges are neutral away from the corners. This is consistent with zero bulk polarisation.

**The limit \(\gamma=0\).** Here \(\phi'=1\) and \(E=\lambda\), so
\[
\frac Qe=\frac12-\frac{\delta}{\sqrt{\lambda^2+\delta^2}}+\frac{\delta}{2\sqrt{2\lambda^2+\delta^2}} .
\]
This can be read off directly. The corner site is isolated and empty, with charge \(+e/2\). The quadrant boundary cuts two edge dimers, each leaving inside a site with \(s=-1\), and one four-site plaquette leaving a single site with \(s=+1\). The other cut plaquettes leave neutral pairs. If the dimers and plaquettes were instead kept whole, the corner would have charge \(e/2\) at any \(\delta>0\). In this limit the term linear in \(\delta\) thus depends on how sites are grouped into cells, whereas the value at \(\delta\to0\) does not.

### (d) Numbers

The square has 576 sites and 288 electrons. Its four corner levels are \(-0.01,-0.01,0.01,0.01\). The splitting \(\varepsilon\simeq(15/16)4^{-12}\) is below \(10^{-7}\), far smaller than \(\delta\). Edge bands of an infinite edge begin at \(0.75007\); the first edge level of this square, \(0.76197\), is 1.6% higher. Bulk bands begin at \(1.06071\). The example thus satisfies \(\varepsilon\ll\delta\ll\lambda-\gamma\).

The total Wannier phase is zero to rounding, \(1.5\times10^{-16}\) of a cell at most on the sampled lines. The two separate centres at \(k_y=0\) are \(\pm0.107\) cells: they are displaced, but their sum vanishes. The same calculation for a single chain gives \(0.5\), so it does detect a polarised insulator.

Diagonalising the square gives quadrant charges of \(\pm0.493126\,e\), with the alternating signs found above. The slope from the integrals is \(K=0.68740\), and
\[
\tfrac12-0.68740\times0.01=0.493126 .
\]
In coulombs the charge is \(7.90\times10^{-20}\) C, against \(8.01\times10^{-20}\) C for \(e/2\), a shortfall of 1.4% of \(e/2\). The corner cell alone holds \(0.4338\,e\), or 88% of its quadrant's charge. The two cells at the middle of an edge hold \(\pm3.8\times10^{-7}\,e\), and the four central cells hold \(\pm3\times10^{-13}\,e\), with alternating signs.

The dependence on \(\delta\), with all else fixed, is:

| \(\delta/\lambda\) | open square, \(Q/e\) | formula, \(Q/e\) |
|---|---|---|
| 0.1 | 0.431789 | 0.431789 |
| 0.01 | 0.493126 | 0.493126 |
| 0.001 | 0.499312 | 0.499313 |

At \(\delta=0\) the largest quadrant charge is \(1.3\times10^{-9}\,e\), zero to the accuracy with which the nearly degenerate corner levels are resolved.

Counting electrons shows how the halves arise. If only the bands below the corner levels are filled, the left-left quadrant has \(+0.493126\,e\) and the left-right one \(+0.506874\,e\). All four corners are close to \(+e/2\), which accounts for the two missing electrons. Adding one electron to each lower corner mode changes the second value to \(0.506874-1=-0.493126\) and leaves the first unchanged.

This picture also shows the effect of temperature. For \(k_BT\ll\lambda-\gamma\), small \(\delta\) and the chemical potential at zero, a corner with level \(+\delta\) has mean charge
\[
\frac Qe\simeq\frac12-\frac1{e^{\delta/k_BT}+1}=\frac12\tanh\frac{\delta}{2k_BT}.
\]
At \(k_BT=\delta\) this is 46% of \(e/2\). The formula assumes that the square exchanges electrons with a reservoir. If the electron number is instead fixed at \(2N^2\), two electrons share the four corner levels and 63% remains at the same temperature. Both values are for small \(\delta\); in the square above, with \(\delta=0.01\), the band states lower them to 45% and 62%. In both cases the charge is washed out when \(k_BT\gg\delta\), even though the bulk gap is much larger. Interactions and disorder are outside the calculation. The limit \(e/2\) holds for every \(\gamma<\lambda\), but as \(\gamma\to\lambda\) the gaps that isolate the corner modes close, so ever larger squares and smaller \(\delta\) are needed to approach it.

## Variation 1: a square that is too small

*Keep \(\gamma=0.25\), take \(N=6\) and set \(\delta=\sqrt2\,\varepsilon\). What is the corner charge?*

The corner modes have \(H_0^2=2\varepsilon^2\), so their part of the site-charge formula gives
\[
\frac Qe\simeq\frac12\,\frac{\delta}{\sqrt{\delta^2+2\varepsilon^2}}=\frac1{2\sqrt2}=0.353553 .
\]
The chain splitting is \(\varepsilon=2.28882\times10^{-4}\), equal to the estimate \(\lambda(1-g^2)g^6\) in all printed digits. The upper corner level should be \(\sqrt{2\varepsilon^2+2\varepsilon^2}=2\varepsilon\), and diagonalisation gives \(4.57764\times10^{-4}\).

The computed charge is \(0.352987\,e\), slightly below the estimate. Two corrections explain the difference:

- **Tails across the cut.** The left end mode has weight \(1-g^N\) in the left half, and the right one has \(g^N\) there with opposite sign. The signed weight is \(1-2g^N\) per direction, or about \(1-4g^N\) for the product. This removes \(0.353553\times4\times4^{-6}=0.000345\).
- **Band states.** They remove \(K\delta=0.68740\times3.23688\times10^{-4}=0.000223\).

Together they give \(0.352985\), within \(2\times10^{-6}\) of the computed value. A term that is weak compared with the gap can therefore still be too weak for a small sample.

## Variation 2: exchange the two hoppings

*Take \(\gamma=1\), \(\lambda=0.25\), \(\delta=0.01\) and \(N=12\), in units of the larger hopping. Does a corner charge survive?*

Now \(\nu=0\), there are no corner modes, and only the last average remains:
\[
\frac Qe=\frac\delta2\left\langle\frac{\phi_k'\phi_q'}{\sqrt{E_k^2+E_q^2+\delta^2}}\right\rangle .
\]
For small \(r=\lambda/\gamma\), \(\phi_k'\simeq r\cos k\) and \(E_k^2\simeq\gamma^2(1+2r\cos k)\). Each \(\phi'\) averages to zero, so the root must supply a factor \(\cos k\cos q\). Expanding \(z^{-1/2}\) about \(z=2\gamma^2\), with second derivative \(\tfrac34z^{-5/2}\), gives this cross term as \(\tfrac34(2\gamma^2)^{-5/2}(2r\gamma^2)^2\cos k\cos q\). Both averages of \(\cos^2\) are \(\tfrac12\), hence
\[
\frac Qe\simeq\frac\delta2\cdot\frac34\,\frac{r^4}{2^{5/2}\gamma}
=\frac{3}{8\cdot2^{5/2}}\,\frac{r^4\delta}{\gamma}\simeq2.59\times10^{-6}.
\]
The full formula and the diagonalised square both give \(2.753\times10^{-6}\); the leading term is 6% below them. This charge vanishes with \(\delta\), whereas for \(\lambda>\gamma\) the charge tends to \(e/2\). The bulk polarisation is zero in both cases, since the argument of part (b) did not use the order of \(\gamma\) and \(\lambda\), so polarisation alone does not distinguish them. The quadrant charge does.

## Numbers as computed

```
cells per side: 12; sites: 576; electrons: 288
gamma, lam, delta: 0.25, 1.0, 0.01 (units of lam)
corner levels: [-0.01 -0.01  0.01  0.01] lam
first edge level in this square: 0.76197 lam
edge band bottom, infinite edge: 0.75007 lam
bulk band bottom: 1.06071 lam
largest total Wannier phase: 1.5e-16 cells
separate Wannier centres, ky=0: [-0.10666  0.10666] cells
control, single chain |phase|: 0.50000 cells
chain lemma, direct trace: 0.6990918
chain lemma, k integral: 0.6990918
quadrant charge, low x, low y: +0.493126 e
quadrant charge, low x, high y: -0.493126 e
quadrant charge, high x, low y: -0.493126 e
quadrant charge, high x, high y: +0.493126 e
same, low x, low y: 7.9008e-20 C
limiting charge e/2: 8.0109e-20 C
charge of the corner cell alone: +0.433794 e
charge of a mid-edge cell: -3.8e-07 e
charge of a central cell: +3.4e-13 e
largest dipole component: 2.8e-14 e cells
bands only, low x, low y: +0.493126 e
bands only, low x, high y: +0.506874 e
largest quadrant charge, delta=0: 1.3e-09 e
delta=0.1 lam: direct 0.431789 e, formula 0.431789 e
delta=0.01 lam: direct 0.493126 e, formula 0.493126 e
delta=0.001 lam: direct 0.499312 e, formula 0.499313 e
slope K from k integrals: 0.68740 per lam
slope from the square, delta=0.01: 0.68736 per lam
small square, cells per side: 6
small square, chain splitting: 2.28882e-04 lam
small square, splitting estimate: 2.28882e-04 lam
small square, delta: 3.23688e-04 lam
small square, upper corner level: 4.57764e-04 lam
small square, quadrant charge: 0.352987 e
small square, corner-mode estimate: 0.353553 e
trivial square, quadrant charge: 2.753e-06 e
trivial square, formula: 2.753e-06 e
```
